Why does a mass step reflect electrons when band edges align?

**Question**

I am stuck on an exercise about two semiconductors joined at a flat, abrupt interface. Their conduction-band edges are at the same energy, and an electron arrives at normal incidence. The effective mass on the far side is four times that on the near side. I am told to use BenDaniel-Duke matching and show that the transmission is 8/9.

I don't see where any reflection comes from. The potential is the same everywhere, so there is no barrier and no step. When I tried matching ψ and its derivative, I did get a reflection of 1/9, which looks right, but my transmitted current came out as 2/9. In another attempt I found |t|² = 16/9, which is greater than one. What is being matched, and what counts as the transmission? Would the answer survive in a real junction?

**Answer**

The potential is uniform, but the kinetic-energy operator is not. The wave equation therefore changes at the interface even though the band edge does not.

**The equation and its matching conditions**

I use atomic units, with ħ and the free-electron mass equal to one, and put the interface at z = 0. The light material, of mass m₁, is on the left; the heavy one, of mass m₂ = 4m₁, is on the right. Each has one isotropic parabolic band. Energy E > 0 is measured from the common edge. The BenDaniel-Duke equation for the envelope ψ is

−(1/2) d/dz [(1/m(z)) dψ/dz] + V(z)ψ = Eψ.

Here V = 0, but keeping V for a moment shows what the matching requires. Define

F = (1/m) dψ/dz.

The second-order equation is then equivalent to two first-order equations:

dψ/dz = mF,
dF/dz = 2(V − E)ψ.

Imagine that the mass changes within a thin layer of width w. If m, V, ψ and F stay finite, the changes in ψ and F across the layer are integrals of finite quantities over w, and both vanish as w → 0. Hence

ψ(0⁻) = ψ(0⁺),
ψ′(0⁻)/m₁ = ψ′(0⁺)/m₂.

The slope itself must jump by a factor of four. Making ψ′ continuous would make F discontinuous, which this equation does not allow for a finite V.

These conditions also conserve current. The probability current is

J = Im(ψ*F).

Differentiating the product gives

d(ψ*F)/dz = (dψ*/dz)F + ψ*(dF/dz) = m|F|² + 2(V − E)|ψ|².

The right side is real, so the imaginary part of ψ*F does not vary with z. J is therefore the same on both sides.

**Solving for the amplitudes**

With time dependence exp(−iEt), a wave exp(ikz) with k > 0 moves to the right. For unit incident amplitude,

ψ = exp(ik₁z) + r exp(−ik₁z) for z < 0,
ψ = t exp(ik₂z) for z > 0.

Substituting a plane wave into the equation gives k²/(2m) = E, so

k₁ = √(2m₁E), k₂ = √(2m₂E).

The corresponding velocities are

v₁ = k₁/m₁ = √(2E/m₁), v₂ = k₂/m₂ = √(2E/m₂).

Continuity of ψ at z = 0 gives

1 + r = t.

For the other condition, F just left of the interface is ik₁(1 − r)/m₁ = iv₁(1 − r), and just right of it F is iv₂t. Cancelling i,

v₁(1 − r) = v₂t.

Insert t = 1 + r:

v₁ − v₁r = v₂ + v₂r,
v₁ − v₂ = (v₁ + v₂)r.

Therefore

r = (v₁ − v₂)/(v₁ + v₂),
t = 1 + r = 2v₁/(v₁ + v₂).

The transmission T is a ratio of currents. The incident wave carries v₁ and the transmitted wave carries v₂|t|², so

T = (v₂/v₁)|t|² = 4v₁v₂/(v₁ + v₂)².

The reflected current, divided by the incident one, is R = |r|². The two add to one because

(v₁ − v₂)² + 4v₁v₂ = (v₁ + v₂)².

Now use m₂ = 4m₁. The wave number doubles, k₂ = 2k₁, but the velocity halves, v₂ = v₁/2. Thus

r = (1 − 1/2)/(1 + 1/2) = 1/3,
t = 2/(1 + 1/2) = 4/3,
R = 1/9,
T = (1/2)(16/9) = 8/9.

This is the required result. E has cancelled, so within this model the answer is the same at every positive energy.

**What went wrong in your two attempts**

Your 16/9 is the ratio of probability densities, not of currents. Picture a long wave packet. Its transmitted part takes the same time to cross the interface as the incident packet, but moves away at half the speed, so it is half as long. Its density is 16/9 of the incident density, and its total probability is (16/9)(1/2) = 8/9.

Nor does the density jump at the interface. On the left,

|ψ|² = 1 + r² + 2r cos(2k₁z),

because r is real. At z = 0 this is (1 + 1/3)² = 16/9, the same as on the right. The interface sits at a maximum of the standing-wave pattern.

Your other attempt used

1 + r = t, k₁(1 − r) = k₂t.

With k₂ = 2k₁ these give r = −1/3 and t = 2/3. Then R = 1/9, but

T = (1/2)(4/9) = 2/9,
R + T = 1/3.

Two thirds of the current has disappeared. The correct R is a coincidence of aligned edges: k₂/k₁ = √(m₂/m₁), whereas v₂/v₁ is the inverse of that number. Replacing a ratio by its inverse changes the sign of r and leaves r² alone. Agreement in R therefore does not validate the matching; the current balance exposes the error.

**Other mass ratios and the reverse direction**

Let s = √(m₂/m₁), so that v₂ = v₁/s. Then

T = 4(1/s)/(1 + 1/s)² = 4s/(1 + s)².

Equal masses give s = 1 and T = 1, as they should. A ratio of nine gives s = 3 and T = 12/16 = 3/4. For very large s, T approaches 4/s and tends to zero: a large velocity mismatch reduces the current without any potential barrier. The fall is slow, however: a mass ratio of 16 still gives T = 16/25 = 0.64, and a ratio of 100 gives 40/121 = 0.33.

For incidence from the heavy side, exchange v₁ and v₂. The amplitudes become r = −1/3 and t = 2/3, and the velocity ratio is now two, so T = 2(4/9) = 8/9 again.

**A worked example, with a check that imposes no matching**

Take m₁ = 0.05 and m₂ = 0.20 electron masses, and E = 0.10 eV. The wave numbers are 0.03623 and 0.07245 Å⁻¹, with wavelengths of 173.4 and 86.7 Å. With ħ restored, E = ħ²k²/(2m) and v = ħk/m give ħv = 2E/k:

ħv₁ = 0.20/0.03623 = 5.52 eV Å,
ħv₂ = 0.20/0.07245 = 2.76 eV Å.

Consequently

T = 4(5.52)(2.76)/(5.52 + 2.76)² = 60.94/68.56 = 0.889.

One can also solve the original equation on a grid of spacing a, with the masses placed on the links between points:

−[(ψⱼ₊₁ − ψⱼ)/mⱼ₊½ − (ψⱼ − ψⱼ₋₁)/mⱼ₋½]/(2a²) + Vⱼψⱼ = Eψⱼ.

This is the BenDaniel-Duke operator written as differences of F, with no interface condition added by hand. For a = 0.5 bohr = 0.2646 Å, with the interface on a grid point, it gives T = 0.888879 from either side at 0.10 eV. Incidence from the light side gives 0.888888 at 0.01 eV and 0.888868 at 0.20 eV. The small differences from 8/9 come from the finite spacing.

**Does aligning the edges determine T?**

No. You also need the matching rule, and current conservation alone does not select it. Suppose an interface obeyed

ψ(0⁺) = λψ(0⁻), F(0⁺) = F(0⁻)/λ,

with λ real and nonzero. The product ψ*F, and hence J, would still be continuous. The amplitudes would obey

λ(1 + r) = t,
v₁(1 − r) = λv₂t.

From the first, r = t/λ − 1. Inserting this in the second gives

2v₁ = (v₁/λ + λv₂)t,
t = 2λv₁/(v₁ + λ²v₂),
T = 4λ²v₁v₂/(v₁ + λ²v₂)².

BenDaniel-Duke matching is λ = 1. With v₂ = v₁/2, an interface with λ² = 2 would transmit everything. The value 8/9 thus belongs to the stated model, and the atomic structure of a junction decides how good that model is.

**Changing the interface**

In each case below, the masses and E stay as in the example unless I say otherwise.

*A band offset.* Raise the heavy-side edge by Δ < E. The kinetic energy there becomes E − Δ, so

v₂/v₁ = √[(E − Δ)/(4E)].

For Δ = 0.05 eV this is √(0.05/0.40) = 0.354, and T falls to 0.772. Lowering the edge by 0.05 eV gives √(0.15/0.40) = 0.612 and T = 0.942. The velocities match when E − Δ = 4E, that is, Δ = −3E. A downward step of 0.30 eV would therefore remove the reflection at this energy. Velocity mismatch, not the mere presence of a step, controls this formula.

*A thin interface potential.* Let V = Sδ(z). Integrating dF/dz = 2(V − E)ψ across it gives

F(0⁺) − F(0⁻) = 2Sψ(0),
iv₂t − iv₁(1 − r) = 2St.

Multiplying by i and rearranging,

v₁(1 − r) = (v₂ + 2iS)t.

Since r = t − 1,

t = 2v₁/(v₁ + v₂ + 2iS),
T = 4v₁v₂/[(v₁ + v₂)² + 4S²].

With ħ restored, ħv replaces v. For S = 0.6 eV Å, the extra term in the denominator is 4(0.6)² = 1.44, so T = 60.94/70.00 = 0.871.

*A graded mass.* If m varies linearly over 10 Å, integrating the two first-order equations gives T = 0.898. A 400 Å grading gives 0.9994, while 0.1 Å gives 0.88889, in agreement with the abrupt limit. To see the trend, divide the layer into thin slices. Between slices of velocity v and v + dv, the formula for r gives a reflected amplitude of −dv/(2v). Contributions from different depths return with different phases. From the far end, the round-trip phase lies between 2k₁w and 2k₂w: 0.7 to 1.4 radians for 10 Å, but 29 to 58 radians for 400 Å. In the wide layer the contributions largely cancel. Adding the slice amplitudes with their phases neglects repeated reflections, so it is accurate only when the total reflection is small: it reproduces 0.9994 at 400 Å but gives 0.891 rather than 0.898 at 10 Å.

*A nonparabolic light band.* Couple the conduction component c to a valence component u, a gap G below it:

Ec = Ppu,
Eu = Ppc − Gu,

where p = −i d/dz and P is a constant. The second equation gives u = Ppc/(E + G), and substitution in the first gives

Ec = [P²/(E + G)]p²c.

Comparison with p²/(2m) gives an energy-dependent mass, 1/(2m(E)) = P²/(E + G). At the band edge 1/(2m₁) = P²/G, so

m(E) = m₁(1 + E/G).

For G = 0.8 eV the light mass becomes 0.05(1.125) = 0.05625. I keep the heavy band parabolic and match c and c′/m(E). The mass ratio is then 3.56, s = 1.886, and T = 4(1.886)/(2.886)² = 0.906. T now depends on energy. The size of the shift rests on keeping the heavy band parabolic. If the heavy side has the same P, its gap is 4G = 3.2 eV, its mass becomes 0.20(1 + 0.10/3.2) = 0.20625, and T = 0.9015. If it has the same gap G, both masses grow by the same factor and T stays at 8/9.

**Why normal incidence matters**

At an angle, the momentum k∥ along the interface is conserved. It contributes k∥²/(2m), which differs between the two sides and acts like a potential step. For incidence from the light side at angle θ to the normal, k∥² = 2m₁E sin²θ. The energies left for motion along z are

E₁ = E − k∥²/(2m₁) = E(1 − sin²θ),
E₂ = E − k∥²/(2m₂) = E(1 − sin²θ/4).

The formula for T still holds, with vᵢ = √(2Eᵢ/mᵢ). Reflection vanishes when v₁ = v₂, or E₁/m₁ = E₂/m₂:

4(1 − sin²θ) = 1 − sin²θ/4,
3 = (15/4) sin²θ,
sin²θ = 4/5.

Thus cos²θ = 1/5, tan θ = 2 and θ = 63.43°. From the heavy side, the longitudinal energy left in the light material is E(1 − 4 sin²θ). It becomes negative beyond 30°, and the electron is then totally reflected.

A thermal source supplies many angles. For a nondegenerate population at temperature τ in the light material, the incident current has weight exp[−(E_z + E∥)/(k_Bτ)] dE_z dE∥, where E_z and E∥ are the kinetic energies normal and parallel to the interface. The factor v_z in the current has turned dk_z into dE_z. Put E_z = ε(1 − q) and E∥ = εq, with q = sin²θ. The area element is ε dε dq, so the current is uniform in q. T depends on q but not on ε, so its average is independent of temperature in the parabolic model:

⟨T⟩ = ∫₀¹ T(q) dq = 0.938.

Direct integration over both energies at 300 K, where k_Bτ = 0.02585 eV, also gives 0.938. To see why the average exceeds 8/9, follow the ratio v₂/v₁ = ½√[(1 − q/4)/(1 − q)]. It rises from one half at q = 0, through one at q = 0.8, to two at q = 20/21. T equals 8/9 at the two ends of this range and is larger in between. Only for q above 20/21 is T below 8/9, falling to zero at grazing incidence, and the integral shows that this narrow range does not outweigh the gain.

**How close is this to a real junction?**

The masses and the aligned edges serve the exercise; they do not describe a particular pair of materials. In a real junction the two edges need not align, and T is sensitive to that: the 0.05 eV offsets above move it by −0.117 or +0.053 from 8/9. An upward offset larger than E leaves no propagating state on the heavy side, and T is then zero in this model, where that side extends without end. A heavy layer of finite thickness with light material beyond it would still let some electrons tunnel through.

Anisotropic masses, different conduction valleys, scattering and atomic-scale mismatch of the Bloch functions are also left out, and I have not estimated their effects. Nor is 8/9 a contact resistance: it is the fraction of incident current transmitted in one channel at normal incidence. The numerical output below lists the values used here.

Computed results

```
Light mass: 0.05 electron masses
Heavy mass: 0.20 electron masses
Energy above common edge: 0.10 eV
Light-side wave number: 0.03623 1/angstrom
Heavy-side wave number: 0.07245 1/angstrom
Light-side wavelength: 173.4 angstrom
Heavy-side wavelength: 86.7 angstrom
Light-side hbar*v: 5.521 eV angstrom
Heavy-side hbar*v: 2.760 eV angstrom
Exact r: 1/3 (dimensionless)
Exact t: 4/3 (dimensionless)
Exact density ratio |t|^2: 16/9 (dimensionless)
Exact R: 1/9 (dimensionless)
Exact T: 8/9 = 0.888889 (dimensionless)
Lattice T, light to heavy: 0.888879 (dimensionless)
Lattice T, heavy to light: 0.888879 (dimensionless)
Lattice r, heavy to light: -0.33335 (dimensionless)
Lattice t, heavy to light: 0.66665 (dimensionless)
Lattice T at 0.01 eV: 0.888888 (dimensionless)
Lattice T at 0.20 eV: 0.888868 (dimensionless)
Lattice T for mass ratio 9: 0.74997 (dimensionless)
Wave-packet transmitted probability: 0.8882 (dimensionless)
Wrong derivative matching, R: 1/9 (dimensionless)
Wrong derivative matching, T: 2/9 (dimensionless)
Wrong derivative matching, R+T: 1/3 (dimensionless)
T for 0.1 angstrom grading: 0.888890 (dimensionless)
T for 10 angstrom grading: 0.8983 (dimensionless)
T for 400 angstrom grading: 0.9994 (dimensionless)
Band-offset size: 0.05 eV
T with heavy-side edge raised: 0.7719 (dimensionless)
T with heavy-side edge lowered: 0.9422 (dimensionless)
Interface spike strength: 0.6 eV angstrom
T with interface spike: 0.8706 (dimensionless)
Two-band gap: 0.8 eV
Light mass at this energy: 0.05625 electron masses
T with nonparabolic light band: 0.9058 (dimensionless)
Reflectionless angle: 63.43 degrees
Lattice R at that angle: 3.0e-10 (dimensionless)
Temperature: 300 K
Thermal energy: 0.02585 eV
Thermal-injection average T: 0.9381 (dimensionless)
Average T over sin^2(angle): 0.9381 (dimensionless)
```
